**Mapping plane-wave coefficients between symmetry-related k points**

The program tests $c_{\mathbf k'}(\mathbf G')=e^{-i(\mathbf k'+\mathbf G')\cdot\mathbf t}K_s\,c_{\mathbf k}(sR^{-1}(\mathbf G'-\mathbf G_0))$ with $sR\mathbf k=\mathbf k'+\mathbf G_0$. Here $R$ and $\mathbf t$ are the rotation and translation of a space-group operation, and $\mathbf G_0$ is the umklapp vector. For $s=+1$, $K_s$ is the identity; for $s=-1$ it is the complex conjugation of time reversal. The model crystal has three Gaussian wells related by a threefold screw and no inversion centre. The program asserts that the mapped coefficients reproduce the transformed function at random points in space and match the lowest eigenvector from direct diagonalization at the target. It also asserts that six mapped bands satisfy the eigenvalue equation over a 4×4×3 mesh, that the screw eigenvalues on the axis have the required cube, and that the lowest-band density of the full mesh is recovered. The output shows 48 mesh points reduced to 18 by spatial operations and to 10 with time reversal. Omitting the translation phase, the umklapp shift or the conjugation lowers the overlap from 1 to 0.288, 0.352 and 0.477 respectively.

## Check in Python

```python
"""Symmetry mapping of plane-wave coefficients between k points.

Result under test, for a real potential invariant under r -> R r + t:
  c_k'(G') = exp[-i (k'+G').t] K_s c_k(s R^-1 (G'-G0)),  s R k = k' + G0,
with s=+1 (space operation, K_s = identity) or s=-1 (followed by time
reversal, K_s = complex conjugation).
Symbols: kappa, g = fractional components of k and G (reciprocal basis);
W, w = rotation and translation acting on fractional positions;
g0 = umklapp vector; c = coefficients, one column per band.
Units: hartree and bohr. The crystal is a model with round parameters.
"""
import itertools
import numpy as np

a_len, c_len = 6.0, 7.0
well_amp, well_width, e_cut = -0.20, 0.80, 5.0
n_bands = 6
cell = np.array([[a_len, 0, 0],
                 [-a_len / 2, a_len * np.sqrt(3) / 2, 0],
                 [0, 0, c_len]])
recip = 2 * np.pi * np.linalg.inv(cell).T
W_screw = np.array([[0, -1, 0], [1, -1, 0], [0, 0, 1]])
w_screw = np.array([0.2, 0.1, 1 / 3])
atoms = [np.array([0.35, 0.15, 0.0])]
for _ in range(2):
    atoms.append(W_screw @ atoms[-1] + w_screw)
atoms = np.array(atoms)
g_box = np.array(list(itertools.product(range(-6, 7), repeat=3)))


def potential(g):
    """Fourier coefficient of the sum of Gaussian wells."""
    g_sq = np.sum((g @ recip) ** 2, axis=-1)
    structure = np.exp(-2j * np.pi * (g @ atoms.T)).sum(axis=-1)
    return well_amp * np.exp(-g_sq * well_width**2 / 2) * structure


def solve(kappa):
    """Basis, Hamiltonian, energies and eigenvectors at one k point."""
    kinetic = 0.5 * np.sum(((kappa + g_box) @ recip) ** 2, axis=1)
    keep = kinetic <= e_cut
    g = g_box[keep]
    h = potential(g[:, None, :] - g[None, :, :]) + np.diag(kinetic[keep])
    energy, vec = np.linalg.eigh(h)
    vec = vec[:, :n_bands]
    top = vec[np.argmax(abs(vec), axis=0), np.arange(n_bands)]
    return g, h, energy, vec * (abs(top) / top)


def transform(kappa, g, c, W, w, s):
    """Derived mapping; returns new kappa, umklapp vector, g' and c'."""
    W_rec = np.rint(np.linalg.inv(W).T).astype(int)
    image = s * W_rec @ kappa
    g0 = np.floor(image + 1e-9).astype(int)
    kappa_new = image - g0
    g_new = s * g @ W_rec.T + g0
    phase = np.exp(-2j * np.pi * ((kappa_new + g_new) @ w))
    return kappa_new, g0, g_new, phase[:, None] * (c if s > 0 else c.conj())


def place(g_from, c, g_to):
    """Reorder coefficients to another basis list; missing ones are zero."""
    row = {tuple(v): i for i, v in enumerate(g_from)}
    out = np.zeros((len(g_to), c.shape[1]), complex)
    for i, v in enumerate(g_to):
        if tuple(v) in row:
            out[i] = c[row[tuple(v)]]
    return out


def overlap(u, v):
    return abs(np.vdot(u[:, 0], v[:, 0]))


# Find all space-group operations from the atomic positions alone.
metric = cell @ cell.T
operations, n_lattice = [], 0
for entries in itertools.product((-1, 0, 1), repeat=9):
    W = np.array(entries).reshape(3, 3)
    if not np.allclose(W.T @ metric @ W, metric, atol=1e-8):
        continue
    n_lattice += 1
    for target in atoms:
        w = target - W @ atoms[0]
        w = w - np.floor(w + 1e-9)
        diff = (atoms @ W.T + w)[:, None, :] - atoms[None, :, :]
        match = np.all(abs(diff - np.rint(diff)) < 1e-8, axis=2)
        if np.all(match.any(axis=1)):
            operations.append((W, w))
has_inversion = any(np.array_equal(W, -np.eye(3)) for W, w in operations)
assert len(operations) == 3 and not has_inversion
assert any(np.array_equal(W, W_screw) and np.allclose(w, w_screw)
           for W, w in operations)

# Symmetry and reality of the potential in Fourier space.
W_rec_screw = np.rint(np.linalg.inv(W_screw).T).astype(int)
g_rot = g_box @ W_rec_screw.T
assert np.allclose(potential(g_rot),
                   np.exp(-2j * np.pi * (g_rot @ w_screw)) * potential(g_box),
                   atol=1e-12)
assert np.allclose(potential(-g_box), potential(g_box).conj(), atol=1e-12)

print(f"cell a, c = {a_len:.1f}, {c_len:.1f} bohr; cutoff = {e_cut:.1f} hartree")
print(f"well Fourier amplitude = {well_amp:.2f} hartree, width = {well_width:.2f} bohr")
for x in atoms:
    print("atom, fractional position:", np.round(x, 4))
print("screw W rows:", W_screw.tolist(), " w:", np.round(w_screw, 4))
print("reciprocal matrix W^-T rows:", W_rec_screw.tolist())
print(f"lattice point operations: {n_lattice}; crystal operations: {len(operations)}")
print("inversion present:", has_inversion)

# Worked example and comparison with the real-space definition.
kappa = np.array([1 / 4, 1 / 2, 1 / 3])
g, h, energy, c = solve(kappa)
print("source kappa:", np.round(kappa, 4), " plane waves:", len(g))
print(f"lowest energy at source = {energy[0]:.6f} hartree")
R_cart = cell.T @ W_screw @ np.linalg.inv(cell.T)
t_cart = cell.T @ w_screw
points = np.random.default_rng(4).uniform(-8, 8, (40, 3))
back = (points - t_cart) @ np.linalg.inv(R_cart).T
psi_back = np.exp(1j * back @ ((kappa + g) @ recip).T) @ c
largest = np.argsort(-abs(c[:, 0]))[:4]
for s, name in ((1, "space operation"), (-1, "with time reversal")):
    k_new, g0, g_new, c_new = transform(kappa, g, c, W_screw, w_screw, s)
    psi_new = np.exp(1j * points @ ((k_new + g_new) @ recip).T) @ c_new
    assert np.allclose(psi_new, psi_back if s > 0 else psi_back.conj(), atol=1e-10)
    assert np.array_equal(s * (g_new - g0) @ W_screw, g)
    g_dir, h_dir, e_dir, c_dir = solve(k_new)
    assert set(map(tuple, g_new)) == set(map(tuple, g_dir))
    assert np.any(g0 != 0)
    mapped = place(g_new, c_new, g_dir)
    good = overlap(c_dir, mapped)
    assert abs(good - 1) < 1e-9 and abs(e_dir[0] - energy[0]) < 1e-10
    # A lattice vector added to the translation gives one common phase.
    shift = np.array([1, -2, 1])
    c_shift = transform(kappa, g, c, W_screw, w_screw + shift, s)[3]
    assert np.allclose(c_shift, np.exp(-2j * np.pi * (k_new @ shift)) * c_new)
    print(f"{name}: target kappa {np.round(k_new, 4)}, g0 {g0}")
    print(f"  lowest energy at target = {e_dir[0]:.6f} hartree; overlap = {good:.10f}")
    align = np.vdot(c_dir[:, 0], mapped[:, 0])
    direct = place(g_dir, c_dir * align / abs(align), g_new)
    print("  g -> g' | c | phase of exp[-i(k'+G').t], deg | c' mapped | c' direct")
    for i in largest:
        angle = np.degrees(np.angle(np.exp(-2j * np.pi * ((k_new + g_new[i]) @ w_screw))))
        print(f"  {g[i]} -> {g_new[i]} | {c[i, 0]:.4f} | {angle:.2f} | "
              f"{c_new[i, 0]:.4f} | {direct[i, 0]:.4f}")
    if s > 0:
        no_phase = transform(kappa, g, c, W_screw, np.zeros(3), s)[3]
        bad_phase = overlap(c_dir, place(g_new, no_phase, g_dir))
        bad_shift = overlap(c_dir, place(g_new - g0, c_new, g_dir))
    else:
        no_conj = transform(kappa, g, c.conj(), W_screw, w_screw, s)[3]
        bad_conj = overlap(c_dir, place(g_new, no_conj, g_dir))
assert max(bad_phase, bad_shift, bad_conj) < 0.999
print(f"overlap if translation phase omitted: {bad_phase:.4f}")
print(f"overlap if umklapp shift omitted: {bad_shift:.4f}")
print(f"overlap if conjugation omitted: {bad_conj:.4f}")

# On the screw axis the common phase fixes the symmetry eigenvalue.
k_axis = np.array([0, 0, 1 / 3])
g, h, energy, c = solve(k_axis)
k_new, g0, g_new, c_new = transform(k_axis, g, c, W_screw, w_screw, 1)
assert np.allclose(k_new, k_axis)
lam = np.sum(c.conj() * place(g_new, c_new, g), axis=0)[:3]
assert np.allclose(abs(lam), 1, atol=1e-8)
assert np.allclose(lam**3, np.exp(-2j * np.pi * k_axis[2]), atol=1e-8)
print("axis kappa:", np.round(k_axis, 4))
print("screw eigenvalue phases, lowest 3 bands, deg:",
      np.round(np.degrees(np.angle(lam)), 3))
print("phase of each eigenvalue cubed, deg:",
      np.round(np.degrees(np.angle(lam**3)), 3))

# Whole mesh: direct diagonalization against mapping from few points.
mesh = np.array([4, 4, 3])
keys = list(itertools.product(*(range(n) for n in mesh)))
data = {key: solve(np.array(key) / mesh) for key in keys}
min_gap = min(d[2][1] - d[2][0] for d in data.values())
assert min_gap > 1e-4
grid = np.array(list(itertools.product(np.arange(5) / 5, repeat=3)))


def density(kap, g, c):
    """Lowest-band density times cell volume (cell average is one)."""
    return abs(np.exp(2j * np.pi * grid @ (kap + g).T) @ c[:, 0]) ** 2


full = sum(density(np.array(k) / mesh, data[k][0], data[k][3]) for k in keys) / len(keys)
counts = {}
for signs in ((1,), (1, -1)):
    seen, n_irr, worst = set(), 0, 0.0
    rebuilt, weighted = np.zeros(len(grid)), np.zeros(len(grid))
    for key in keys:
        if key in seen:
            continue
        n_irr += 1
        kap = np.array(key) / mesh
        g, h, energy, c = data[key]
        for (W, w), s in itertools.product(operations, signs):
            k_new, g0, g_new, c_new = transform(kap, g, c, W, w, s)
            new_key = tuple(int(v) for v in np.rint(k_new * mesh))
            g_dir, h_dir = data[new_key][:2]
            mapped = place(g_new, c_new, g_dir)
            residual = h_dir @ mapped - mapped * energy[:n_bands]
            worst = max(worst, np.max(np.linalg.norm(residual, axis=0)))
            if new_key not in seen:
                seen.add(new_key)
                rebuilt += density(k_new, g_new, c_new) / len(keys)
                weighted += density(kap, g, c) / len(keys)
    assert len(seen) == len(keys) and worst < 1e-9
    assert np.allclose(rebuilt, full, atol=1e-9)
    counts[len(signs)] = n_irr
naive_error = np.max(abs(weighted - full))
assert naive_error > 1e-4 and counts[2] < counts[1]
print("mesh:", mesh, " points:", len(keys))
print("irreducible points, space operations only:", counts[1])
print("irreducible points, with time reversal:", counts[2])
print(f"smallest gap between bands 1 and 2 on mesh = {min_gap:.5f} hartree")
print(f"largest residual, {n_bands} mapped bands = {worst:.1e} hartree")
print(f"density range (cell average 1): {full.min():.4f} to {full.max():.4f}")
print(f"max density error, mapped coefficients: {np.max(abs(rebuilt - full)):.1e}")
print(f"max density error, star weights without rotation: {naive_error:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
cell a, c = 6.0, 7.0 bohr; cutoff = 5.0 hartree
well Fourier amplitude = -0.20 hartree, width = 0.80 bohr
atom, fractional position: [0.35 0.15 0.  ]
atom, fractional position: [0.05   0.3    0.3333]
atom, fractional position: [-0.1    -0.15    0.6667]
screw W rows: [[0, -1, 0], [1, -1, 0], [0, 0, 1]]  w: [0.2    0.1    0.3333]
reciprocal matrix W^-T rows: [[-1, -1, 0], [1, 0, 0], [0, 0, 1]]
lattice point operations: 24; crystal operations: 3
inversion present: False
source kappa: [0.25   0.5    0.3333]  plane waves: 119
lowest energy at source = -1.769316 hartree
space operation: target kappa [0.25   0.25   0.3333], g0 [-1  0  0]
  lowest energy at target = -1.769316 hartree; overlap = 1.0000000000
  g -> g' | c | phase of exp[-i(k'+G').t], deg | c' mapped | c' direct
  [ 0 -1  0] -> [0 0 0] | 0.4777-0.0000j | -67.00 | 0.1867-0.4398j | 0.1867-0.4398j
  [-1  0  0] -> [ 0 -1  0] | 0.3237+0.0188j | -31.00 | 0.2871-0.1506j | 0.2871-0.1506j
  [0 0 0] -> [-1  0  0] | 0.2516-0.1851j | 5.00 | 0.2668-0.1625j | 0.2668-0.1625j
  [-1 -1 -1] -> [ 1 -1 -1] | -0.2117+0.0804j | 17.00 | -0.2260+0.0150j | -0.2260+0.0150j
with time reversal: target kappa [0.75   0.75   0.6667], g0 [ 0 -1 -1]
  lowest energy at target = -1.769316 hartree; overlap = 1.0000000000
  g -> g' | c | phase of exp[-i(k'+G').t], deg | c' mapped | c' direct
  [ 0 -1  0] -> [-1 -1 -1] | 0.4777-0.0000j | 67.00 | 0.1867+0.4398j | 0.1867+0.4398j
  [-1  0  0] -> [-1  0 -1] | 0.3237+0.0188j | 31.00 | 0.2871+0.1506j | 0.2871+0.1506j
  [0 0 0] -> [ 0 -1 -1] | 0.2516-0.1851j | -5.00 | 0.2668+0.1625j | 0.2668+0.1625j
  [-1 -1 -1] -> [-2  0  0] | -0.2117+0.0804j | -17.00 | -0.2260-0.0150j | -0.2260-0.0150j
overlap if translation phase omitted: 0.2884
overlap if umklapp shift omitted: 0.3524
overlap if conjugation omitted: 0.4766
axis kappa: [0.     0.     0.3333]
screw eigenvalue phases, lowest 3 bands, deg: [ -40.   80. -160.]
phase of each eigenvalue cubed, deg: [-120. -120. -120.]
mesh: [4 4 3]  points: 48
irreducible points, space operations only: 18
irreducible points, with time reversal: 10
smallest gap between bands 1 and 2 on mesh = 0.03764 hartree
largest residual, 6 mapped bands = 8.5e-15 hartree
density range (cell average 1): 0.0041 to 18.1240
max density error, mapped coefficients: 6.0e-14
max density error, star weights without rotation: 1.3110
ALL CHECKS PASSED
```
